# Conduction threshold of aligned spheroidal grains in symmetric Bruggeman theory, part 1

(Sections cited here and not found follow in the second part.)

## First half: a grain in its own anisotropic medium

Take a mixture of conducting and insulating grains, all of them spheroids of one shape with semi-axes $a,a,c$ and with their symmetry axes along $z$. Compress the whole sample along $z$ by the factor $r=c/a$. Every grain becomes a sphere. All volumes shrink by the same factor, so the volume fraction $f$ of conducting grains does not change, and grains that touched before still touch. A connected path across the sample therefore exists after the compression if and only if it existed before. Suppose now that the compressed arrangement of spheres is statistically isotropic and the same for every $r$. In a large sample its conducting grains then become connected at the same fraction in every direction, and that fraction cannot depend on $r$, because $r$ has disappeared from the geometry.

This symmetry argument fixes the form of the answer for such mixtures: one threshold, common to all axes and independent of the aspect ratio. Dimensional analysis adds the form of the conductivity. Let the grains have conductivities $\sigma_1$ and $\sigma_2<\sigma_1$. The effective conductivity along axis $i$ must be $\sigma_1$ times a function of pure numbers,

$$\sigma_i=\sigma_1\,s_i(f,r,t),\qquad t=\frac{\sigma_2}{\sigma_1},\qquad i=x,y,z,$$

with $s_x=s_y$ by rotational symmetry about $z$. The shape can enter the values of $s_x$ and $s_z$, but it should not enter the fraction at which they vanish when $t\to0$.

A different rule can be derived from Bruggeman's equation, namely that the threshold along each principal axis equals the depolarization factor of the grain along that axis. For long grains this gives a low threshold along $z$ and a high one across it, in conflict with the argument above. The rule is correct for a simplified form of the theory, in which the equation for each axis treats the surrounding medium as isotropic. Aligned spheroids make the medium anisotropic, however, and the depolarization factor of a grain depends on that anisotropy. When this is taken into account, the symmetric theory gives the threshold $f=1/3$ along every axis for every finite $r$.

The assumptions are these. Space is three-dimensional, Ohm's law holds locally with a scalar conductivity in each grain, and there is no resistance at the contacts between grains. Each grain is treated as if it lay alone in a uniform medium with the effective conductivities $\sigma_x,\sigma_x,\sigma_z$. The field far from the grain is identified with the mean field of the mixture. This replacement of the real neighbours by a uniform medium is the effective-medium approximation.

The first task is the field inside one grain. Let the grain have conductivity $\sigma_p$, where $p=1$ or $2$ labels the phase, and semi-axes $a_x=a_y=a$, $a_z=c$. Outside it the current density has components $-\sigma_k\,\partial\phi/\partial x_k$, and the steady current has no divergence, so

$$\sum_k\sigma_k\frac{\partial^2\phi}{\partial x_k^2}=0 .$$

The coordinates $X_k=x_k/\sqrt{s_k}$ turn this into Laplace's equation, because $\sigma_k\,\partial^2/\partial x_k^2=\sigma_1\,\partial^2/\partial X_k^2$. In these coordinates the grain is again a spheroid, with semi-axes $A_k=a_k/\sqrt{s_k}$ and aspect ratio

$$q=\frac{A_z}{A_x}=r\sqrt{\frac{s_x}{s_z}} .\tag{1}$$

A good conductor along $z$ thus makes a long grain look shorter to the field.

The disturbance caused by the grain is built from confocal surfaces. For a point outside the grain, define $\lambda\ge0$ as the largest root of

$$\sum_k\frac{X_k^2}{A_k^2+\lambda}=1 ,$$

so that $\lambda=0$ on the surface, and define

$$J_i(\lambda)=\frac{A_xA_yA_z}{2}\int_\lambda^\infty\frac{ds}{(A_i^2+s)R(s)},\qquad R(s)=\prod_k\sqrt{A_k^2+s}.$$

The product $X_iJ_i(\lambda)$ satisfies Laplace's equation, which is shown as follows. Write

$$G=\sum_k\frac{X_k^2}{(A_k^2+\lambda)^2},\quad H=\sum_k\frac{X_k^2}{(A_k^2+\lambda)^3},\quad S=\sum_k\frac1{A_k^2+\lambda}.$$

Differentiating the definition of $\lambda$ with respect to $X_k$ gives

$$G\,\partial_k\lambda=\frac{2X_k}{A_k^2+\lambda},\qquad\text{hence}\qquad |\nabla\lambda|^2=\frac4G .$$

Differentiate the first relation once more and sum over $k$. The right side gives $2S-2\sum_kX_k\partial_k\lambda/(A_k^2+\lambda)^2=2S-4H/G$. The left side gives $G\nabla^2\lambda+\nabla G\cdot\nabla\lambda$. Since $\partial_kG=2X_k/(A_k^2+\lambda)^2-2H\,\partial_k\lambda$, the last product is $4H/G-8H/G=-4H/G$. The terms in $H$ cancel, and $\nabla^2\lambda=2S/G$.

From the definition of $J_i$, and from $R'/R=S/2$, one has $J_i''=-J_i'\,[1/(A_i^2+\lambda)+S/2]$. Therefore

$$\begin{aligned}\nabla^2(X_iJ_i)&=2J_i'\,\partial_i\lambda+X_i\left(J_i''|\nabla\lambda|^2+J_i'\nabla^2\lambda\right)\\&=\frac{X_iJ_i'}{G}\left[\frac{4}{A_i^2+\lambda}-\frac4{A_i^2+\lambda}-2S+2S\right]=0 .\end{aligned}$$

Far away $J_i$ falls as $\lambda^{-3/2}$, the inverse cube of the distance, so this function is a dipole-like disturbance that leaves the distant field unchanged.

Let the distant field be $E_0$ along axis $i$, and try a uniform field $E_p$ inside the grain:

$$\phi_{\rm in}=-E_px_i,\qquad \phi_{\rm out}=-E_0x_i+Kx_iJ_i(\lambda).$$

Define $L_i^*=J_i(0)$. The potential is continuous at $\lambda=0$ if $-E_p=-E_0+KL_i^*$, that is,

$$K=\frac{E_0-E_p}{L_i^*}.$$

The normal current must also be continuous. The surface normal is proportional to $x_k/a_k^2$, so the quantity to compare on the two sides is $\sum_k\sigma_k(x_k/a_k^2)\,\partial\phi/\partial x_k$. Inside, it equals $-\sigma_pE_px_i/a_i^2$. Outside, there are two parts. Differentiating the explicit factor $x_i$ gives $(\sigma_ix_i/a_i^2)(-E_0+KL_i^*)=-\sigma_iE_px_i/a_i^2$. Differentiating $J_i$ gives

$$Kx_iJ_i'(0)\sum_k\frac{\sigma_kx_k}{a_k^2}\frac{\partial\lambda}{\partial x_k}
=Kx_i\left(-\frac1{2A_i^2}\right)2\sigma_1=-\frac{K\sigma_ix_i}{a_i^2}.$$

Here the sum was evaluated with $x_k=\sqrt{s_k}X_k$, $a_k^2=s_kA_k^2$ and $\sigma_k=\sigma_1s_k$. It becomes $\sigma_1\sum_k(X_k/A_k^2)\,\partial_k\lambda=2\sigma_1G/G=2\sigma_1$, and $\sigma_1/A_i^2=\sigma_i/a_i^2$ was used at the end. Both sides are proportional to $x_i$, so a single condition secures continuity over the whole surface:

$$\sigma_pE_p=\sigma_i\left(E_p+\frac{E_0-E_p}{L_i^*}\right).$$

Multiplying by $L_i^*$ and collecting $E_p$ gives

$$E_p=\frac{\sigma_i}{\sigma_i+L_i^*(\sigma_p-\sigma_i)}\,E_0 .\tag{2}$$

This has the form known for an isotropic host, but $L_i^*$ belongs to the scaled spheroid of aspect ratio $q$, not to the real one of aspect ratio $r$.

Two properties of the factors are needed. Their sum is one: since $d(1/R)/ds=-S/(2R)$, where $S$ is now taken at $\lambda=s$,

$$\sum_iL_i^*=\frac{A_xA_yA_z}2\int_0^\infty\frac{S}{R}\,ds=\frac{A_xA_yA_z}{R(0)}=1 .$$

Hence $L_x^*=(1-L_z^*)/2$. For the axial factor, set $A_x=1$ and $A_z=q$, which is allowed because $L_z^*$ does not change when all lengths are scaled together. The substitution $s+q^2=q^2/v^2$ then gives

$$L_z^*=\frac q2\int_0^\infty\frac{ds}{(s+q^2)^{3/2}(s+1)}=\int_0^1\frac{v^2\,dv}{q^2(1-v^2)+v^2}.\tag{3}$$

The integrand decreases with $q$ at each $v$ between 0 and 1, so $L_z^*$ falls steadily from 1 for a flat disc, through $1/3$ for a sphere, to 0 for a needle. Its slope at $q=1$ is $-2\int_0^1v^2(1-v^2)\,dv=-4/15$. For $q>1$, with $e^2=1-1/q^2$, the integral is elementary:

$$L_z^*=\frac{1-e^2}{e^3}\left(\operatorname{artanh}e-e\right).$$

The geometric factors, written $L_i$ without a star, are the values at $q=r$. For $r=3$ they are $L_z=0.1087$ and $L_x=0.4456$.

Self-consistency now determines the medium. A fraction $f_1=f$ of the volume carries the field $E_1$, and $f_2=1-f$ carries $E_2$. The mean must equal $E_0$, so

$$\sum_pf_p\frac{\sigma_i}{\sigma_i+L_i^*(\sigma_p-\sigma_i)}=1=\sum_pf_p .$$

Subtracting the left sum from the right one leaves $L_i^*$ times the following sum, and since $L_i^*\neq0$ the sum itself vanishes:

$$\sum_pf_p\frac{\sigma_p-\sigma_i}{\sigma_i+L_i^*(\sigma_p-\sigma_i)}=0 .\tag{4}$$

This is the symmetric Bruggeman equation: exchanging the two phases together with their fractions leaves it unchanged. It also gives the right mean current. By equation (2), $\sum_pf_p(\sigma_p-\sigma_i)E_p$ is $\sigma_iE_0$ times the sum in (4), so it is zero, and therefore $\sum_pf_p\sigma_pE_p=\sigma_iE_0$. The two requirements agree because both phases have the same shape and hence share one factor $L_i^*$.

Divide all conductivities by $\sigma_1$, omit the axis label for a moment, write $L$ for the factor in use, and clear the denominators in (4):

$$f(1-s)\left[(1-L)s+Lt\right]+(1-f)(t-s)\left[(1-L)s+L\right]=0 .$$

The terms in $s^2$ add up to $-(1-L)s^2$, and those without $s$ to $Lt$. The coefficient of $s$ is $f(1-L)-(1-f)L=f-L$ plus $t$ times $(1-f)(1-L)-fL=1-f-L$. Thus

$$(1-L)s^2-\left[(f-L)+t(1-f-L)\right]s-Lt=0 .\tag{5}$$

The product of the roots is negative for $t>0$, so one root is positive, and this is the physical one. If $L$ is held fixed while $t\to0$, it tends to

$$s=\frac{f-L}{1-L}\quad(f>L),\qquad s=0\quad(f\le L).\tag{6}$$

The axis-by-axis rule can now be located. If $L$ in (6) is frozen at the geometric value $L_i$, each axis has its own threshold at $f=L_i$. For $r=3$ these are 0.109 along $z$ and 0.446 across it. Freezing is justified if the host is isotropic, since then $q=r$ by equation (1). But the frozen equations themselves give $s_z\neq s_x$, which contradicts their premise.

The size of the inconsistency can be read from the grain surface. Suppose the inner field is computed from (2) with $L_i$ in place of $L_i^*$, while the outer potential is the true solution that matches it in value. Then $E_0-E_p=E_pL_i(\sigma_p-\sigma_i)/\sigma_i$, and the outer normal current exceeds the inner one, relative to the inner one, by

$$\frac{\sigma_i+(L_i/L_i^*)(\sigma_p-\sigma_i)-\sigma_p}{\sigma_p}=\left(\frac{L_i}{L_i^*}-1\right)\left(1-\frac{\sigma_i}{\sigma_p}\right).$$

Take a grain with $r=3$ and conductivity 10 in a host with conductivities 1, 1 and 4. Then $q=3\sqrt{1/4}=1.5$ and, by the closed formula, $L_z^*=0.233$. Along $z$ the expression is $(0.1087/0.233-1)(1-0.4)=-0.32$. A numerical test differentiated the outer potential at three surface points, for fields along $x$ and along $z$. The largest relative jump of the normal current was 0.320 with the frozen factors and $6\times10^{-11}$ with the scaled ones. For the field along $z$, the frozen theory thus makes the normal current just outside the grain about a third smaller than the current inside. For the field along $x$ the same expression is positive, so there the current outside is too large.

The field inside a grain in an anisotropic medium is governed by the depolarization factors of a scaled spheroid, so the rule that gives each axis its own threshold contradicts its own premise. It remains to solve the coupled equations for the axes, to show that they give the common threshold $f=1/3$, and to apply them to a silicon film.
